# InAs Well Width at Which Confinement Removes the Broken-Gap Overlap

## Question

In the InAs/GaSb heterojunction the bulk conduction edge of InAs lies 0.15 eV below the bulk valence edge of GaSb. Such junctions are used for tunnel transistors, in which a high-k gate stack controls a thin InAs channel. An InAs layer of width $L$ lies between thick GaSb layers.

Take the InAs conduction edge as the zero of energy, so that the GaSb valence edge is at $D=0.15$ eV. Use these rough room-temperature values: InAs electron mass $m=0.023\,m_0$, InAs gap $G=0.35$ eV, GaSb gap 0.73 eV. The GaSb conduction edge is then at $C=0.88$ eV. The bands are flat unless a part says otherwise.

**(a)** State the condition on the lowest electron level $E_1$ for the overlap to vanish, and show that it suffices at every in-plane wavevector.

**(b)** Treat the InAs layer as an infinite well with a parabolic band. Derive the width $L_c$ at which the overlap vanishes, and evaluate it.

**(c)** How does $L_c$ respond to an error in $D$? By how much does the level rise if the well is 0.30 nm narrower, roughly one monolayer?

**(d)** At zero in-plane wavevector, a two-band model couples a conduction envelope $s(z)$ and a valence envelope $p(z)$:

$$E s=E_c s+P\,\frac{dp}{dz},\qquad E p=E_v p-P\,\frac{ds}{dz},$$

with the same $P$ in both materials. Find the width at which the overlap vanishes in this model, and decide whether the infinite wall was a fair assumption.

**(e)** What width gives a gap of 0.10 eV between the electron level and the GaSb valence edge?

**(f)** Estimate the effects of a finite GaSb layer, strain, a gate field and temperature on the result of (b).

## Model answers

### (a) The condition

In thick GaSb the holes are not confined, so the highest valence state stays at $D$. Confinement in InAs raises the lowest electron state from 0 to $E_1$. The overlap is therefore $D-E_1$, and it vanishes when

$$E_1=D .$$

For motion in the plane, with wavevector $k_\parallel$, take uncoupled parabolic bands with positive masses $m$ and $m_h$. The electron energy is $E_1+\hbar^2k_\parallel^2/2m$, and the highest valence energy is $D-\hbar^2k_\parallel^2/2m_h$. Their separation is

$$E_1-D+\frac{\hbar^2k_\parallel^2}{2}\left(\frac1m+\frac1{m_h}\right).$$

The last term is never negative. If $E_1\ge D$, no electron state lies below a valence state, whatever the two wavevectors. At $E_1=D$ the edges touch, so the overlap is gone but there is still no gap.

### (b) The infinite well

Inside the well, $0<z<L$, the envelope obeys

$$-\frac{\hbar^2}{2m}\frac{d^2\psi}{dz^2}=E\psi,\qquad \psi(0)=\psi(L)=0 .$$

For $E>0$ put $k^2=2mE/\hbar^2$. The general solution is $\psi=A\sin kz+B\cos kz$. The condition at $z=0$ gives $B=0$, and the condition at $z=L$ gives $\sin kL=0$, so $kL=n\pi$ with $n=1,2,\dots$ The value $n=0$ would make $\psi$ vanish everywhere. For $E\le0$ the solutions are linear or hyperbolic functions, which cannot vanish at both walls unless they vanish everywhere. The lowest level thus has $k=\pi/L$:

$$E_1=\frac{\pi^2\hbar^2}{2mL^2}.$$

Setting $E_1=D$ gives $L^2=\pi^2\hbar^2/(2mD)$, and the positive root is

$$L_c=\frac{\pi\hbar}{\sqrt{2mD}} .$$

The denominator is a momentum, and $\hbar$ divided by a momentum is a length. With $m=2.0952\times10^{-32}$ kg and $D=2.4033\times10^{-20}$ J,

$$L_c=\frac{\pi(1.05457\times10^{-34}\ \mathrm{J\,s})}{\sqrt{2(2.0952\times10^{-32}\ \mathrm{kg})(2.4033\times10^{-20}\ \mathrm{J})}}=1.044\times10^{-8}\ \mathrm m=10.4\ \mathrm{nm}.$$

Since $E_1=D(L_c/L)^2$, the overlap at any width is

$$D-E_1=D\left[1-\left(\frac{L_c}{L}\right)^2\right].$$

It tends to the bulk value $D$ for a wide well and is negative, meaning a gap, for $L<L_c$. A well 5 % wider than $L_c$ has its level at 0.136 eV, which leaves an overlap of 14 meV. A well 5 % narrower has its level at 0.166 eV, which gives a gap of 16 meV.

### (c) Sensitivity

Because $L_c\propto D^{-1/2}$ at fixed mass,

$$\frac{dL_c}{dD}=-\frac{L_c}{2D}=-\frac{10.44\ \mathrm{nm}}{2(150\ \mathrm{meV})}=-0.035\ \mathrm{nm/meV}.$$

An offset uncertain by 30 meV therefore makes the width uncertain by about 1 nm. A larger overlap needs a narrower well.

In the infinite well of (b), narrowing from 10.44 nm to 10.14 nm raises the level by

$$D\left[\left(\frac{10.44}{10.14}\right)^2-1\right]=9.0\ \mathrm{meV}.$$

### (d) The two-band model

**Dispersion.** In a uniform layer the second equation gives

$$p=-\frac{P}{E-E_v}\frac{ds}{dz}.$$

Inserting this in the first equation gives $(E-E_c)s=-P^2s''/(E-E_v)$, or

$$\frac{d^2s}{dz^2}=-\frac{(E-E_c)(E-E_v)}{P^2}\,s .$$

In InAs, $E_c=0$ and $E_v=-G$, so $s$ oscillates with

$$k^2=\frac{E(E+G)}{P^2}.$$

Near the band edge, $E\ll G$, this is $k^2\approx EG/P^2$. It must agree with $k^2=2mE/\hbar^2$, which fixes $P^2=\hbar^2G/2m$ and $P=0.761$ eV nm. Therefore

$$E\left(1+\frac EG\right)=\frac{\hbar^2k^2}{2m}.$$

At a given energy $k$ is larger than in the parabolic band, so a narrower well holds the same half wave.

**Matching.** Integrate the two given equations across an interface over a vanishing distance. The terms without derivatives are finite and contribute nothing, so both $s$ and $p$ are continuous.

In GaSb, $E_c=C$ and $E_v=D$. For $D<E<C$ the envelope decays with

$$\kappa^2=\frac{(C-E)(E-D)}{P^2}.$$

Put the well centre at $z=0$. The lowest level has $s=A\cos kz$ in the well and $s=A\cos(kL/2)\,e^{-\kappa(z-L/2)}$ to its right, which makes $s$ continuous. Continuity of $p$ at $z=L/2$, using $p=-Ps'/(E-E_v)$ on each side, requires

$$\frac{P k A\sin(kL/2)}{E+G}=\frac{P\kappa A\cos(kL/2)}{E-D}.$$

Dividing by the cosine and inserting $k$ and $\kappa$,

$$\tan\frac{kL}{2}=\frac{\kappa(E+G)}{k(E-D)}=\sqrt{\frac{(C-E)(E+G)}{(E-D)E}} .$$

**Touching.** As $E$ falls to $D$, the factor $E-D$ in the denominator sends the right side to infinity. Hence $kL/2\to\pi/2$, and $s$ at the interface, which is $A\cos(kL/2)$, tends to zero. This is the infinite-wall condition with the two-band wavevector:

$$L_c^{(2)}=\frac{\pi}{k(D)}=\frac{\pi\hbar}{\sqrt{2mD(1+D/G)}}=\frac{10.44\ \mathrm{nm}}{\sqrt{1+0.15/0.35}}=8.7\ \mathrm{nm}.$$

At zero in-plane wavevector, the only case these equations cover, this width does separate the two regimes. The argument of (a) for finite wavevector assumed uncoupled bands and does not carry over automatically. As $E$ rises from $D$ to $C$, both $(C-E)/(E-D)$ and $(E+G)/E$ decrease, so $kL/2$ decreases from $\pi/2$ to zero while $k$ increases. The matched width therefore falls steadily from $L_c^{(2)}$ to zero. Each narrower well has one such level, with no node in $s$, between $D$ and $C$, and a wider well has none. The levels that a wider well still holds in this range are higher ones, whose $s$ has nodes.

A direct numerical solution of the two coupled equations, with about 80 nm of GaSb on each side, agrees. At $0.98\,L_c^{(2)}$ it finds a level 1.3 meV above the GaSb valence edge, with $s$ at the interface only 0.023 of its central value. At $1.02\,L_c^{(2)}$ it finds no level between 0.01 and 150 meV above that edge.

**Was the wall fair?** At touching, yes, for the conduction envelope. The state as a whole is not shut inside the InAs. At fixed amplitude $A$, $p$ stays finite at the interface while its decay constant $\kappa$ tends to zero, so its tail in the GaSb grows without limit. A normalized state therefore spreads almost wholly into the GaSb as touching is approached. The electron level merges with the GaSb valence edge through this valence part. The infinite wall therefore gives the touching width, but not how fast the level rises in narrower wells. In a well 0.30 nm narrower than $L_c^{(2)}$, the matching condition puts the level only 2.9 meV above the GaSb valence edge, against the 9.0 meV found in (c).

A one-band finite barrier gives a different picture. Suppose the electron at $E=D$ sees a barrier $C-D=0.73$ eV high, with the band-edge mass $m_b=0.048\,m_0$ that the common $P$ implies for GaSb. Continuity of $\psi$ and $\psi'/\text{mass}$ gives $\tan(kL/2)=\kappa m/(km_b)$. With $\hbar^2/2m_0=0.0381$ eV nm²,

$$k=\sqrt{\frac{0.023(0.15)}{0.0381}}=0.301\ \mathrm{nm^{-1}},\qquad \kappa=\sqrt{\frac{0.048(0.73)}{0.0381}}=0.959\ \mathrm{nm^{-1}},$$

so the tangent is 1.53 and $L=6.6$ nm. This treatment uses GaSb conduction-edge properties at an energy that lies at the valence edge. In the two-band equations the quantity that replaces $1/m_b$ is proportional to $1/(E-D)$, which grows without limit there.

**One GaSb side.** In a gated channel the second face may be an oxide. If the oxide forces $s(0)=0$, then $s=A\sin kz$ in the well, and matching to GaSb at $z=L$ gives

$$-\cot kL=\frac{\kappa(E+G)}{k(E-D)} .$$

At $E\to D$ the right side again diverges, so $kL\to\pi$. The touching width is then the same 8.7 nm. A real oxide does not force $s(0)=0$, because its band edges lie only a few eV away. Treat it in the same two-band model with rough edges $E_c=2.5$ eV and $E_v=-3.2$ eV. The oxide face then contributes the phase $\arctan\sqrt{(E_c-D)(D+G)/[(D-E_v)D]}=\arctan1.53=0.99$ in place of $\pi/2$. Touching occurs at $kL=\pi/2+0.99$, or $L=7.1$ nm. The value depends on how the oxide is modelled, but a shift of roughly 1.5 nm toward a narrower well should be expected.

### (e) A gap of 0.10 eV

The level must now lie at $E=0.25$ eV. In the parabolic infinite well, $L\propto E^{-1/2}$, so

$$L=10.44\ \mathrm{nm}\sqrt{\frac{0.15}{0.25}}=8.1\ \mathrm{nm}.$$

In the two-band model the matching condition gives

$$\tan\frac{kL}{2}=\sqrt{\frac{(0.63)(0.60)}{(0.10)(0.25)}}=3.89,\qquad \frac{kL}{2}=1.319,$$

$$k=\frac{\sqrt{(0.25)(0.60)}\ \mathrm{eV}}{0.7614\ \mathrm{eV\,nm}}=0.509\ \mathrm{nm^{-1}},\qquad L=\frac{2(1.319)}{0.509\ \mathrm{nm^{-1}}}=5.2\ \mathrm{nm}.$$

An infinite wall with the same two-band $k$ would give $\pi/k=6.2$ nm. If the dispersion is changed first and the wall second, the reduction from 8.1 to 5.2 nm thus splits into about 1.9 nm and 1.0 nm. The split depends on this order. The conduction envelope at the interface is now 0.25 of its central value. The infinite wall, fair at touching, fails once a useful gap is wanted.

### (f) Other effects

Each estimate changes one thing in the parabolic infinite well of (b) and holds the rest fixed.

**Finite GaSb layer.** Take a GaSb layer 10 nm wide with hard walls and a rough heavy-hole mass of $0.3\,m_0$. The highest hole state moves down by

$$\frac{\pi^2(0.0381\ \mathrm{eV\,nm^2})}{0.3(10\ \mathrm{nm})^2}=12.5\ \mathrm{meV}.$$

The electron need only reach 137.5 meV, so the critical width grows to $10.44\sqrt{150/137.5}=10.9$ nm.

**Strain.** InAs grown to match GaSb is stretched in the plane by roughly $\varepsilon=0.006$. The surface normal is free of stress, so $C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0$. With $C_{12}/C_{11}\approx0.54$, the relative volume change is

$$2\varepsilon+\varepsilon_{zz}=2\varepsilon(1-0.54)=0.0055 .$$

A conduction-edge deformation potential of roughly $-5$ eV then lowers the InAs edge by 28 meV. If the quoted 0.15 eV refers to unstrained InAs, the overlap becomes 0.178 eV and the critical width falls to 9.6 nm. If the 0.15 eV already includes strain, no correction is due.

**Gate field.** Let a field $F=0.05$ MV/cm $=0.005$ V/nm make the electron potential energy $-eFz$ inside the well. The unperturbed density is symmetric about $z=L/2$, so to first order

$$\Delta E_1=-eF\langle z\rangle=-\frac{eFL}{2}=-\frac{52.2\ \mathrm{meV}}{2}=-26.1\ \mathrm{meV}.$$

Numerical diagonalization of the tilted well gives $-26.3$ meV. At 10.4 nm this restores an overlap of 26 meV with the GaSb edge at $z=0$. The GaSb edge at $z=L$ has itself moved down by 52 meV, so the level lies about 26 meV above that one. The flat-band width therefore describes one gate condition. A strongly driven gate can produce a field ten or more times larger: a sheet charge of $5\times10^{12}\ \mathrm{cm^{-2}}$ corresponds to about 0.6 MV/cm in InAs (relative permittivity about 15), where the drop across the well exceeds $D$ several times and the flat-band width no longer applies. At about 0.14 MV/cm the drop across the well equals $D$, and to first order the level falls by half of $D$.

**Temperature.** At 300 K, $k_BT=26$ meV. Suppose the Fermi level lies at the common edge when the bands touch. The density of states of one subband, including spin, is $m/\pi\hbar^2$, so with $x=(E-E_1)/k_BT$

$$n=\frac{mk_BT}{\pi\hbar^2}\int_0^\infty\frac{dx}{e^x+1}=\frac{mk_BT}{\pi\hbar^2}\ln2=1.7\times10^{11}\ \mathrm{cm^{-2}}.$$

The integral follows from $1/(e^x+1)=-\,d\ln(1+e^{-x})/dx$. This uses the band-edge mass. With the dispersion of (d) the density-of-states mass is $m(1+2E/G)$, which is $1.86\,m$ at $E=D$, and the same integral for a hard-walled well gives about $3.5\times10^{11}\ \mathrm{cm^{-2}}$. Removing the overlap thus does not empty the well of electrons. The 0.10 eV gap of part (e) is about $4k_BT$.

**Comparison with a real junction.** The masses, gaps and offset used here are typical of InAs/GaSb at room temperature, but the offset is known less well than the arithmetic suggests. Among the flat-band corrections estimated here, the largest concerns the parabolic band: replacing it by the two-band model moves the width from 10.4 to 8.7 nm. Strain may narrow the well further and thin GaSb would widen it. These shifts were found in the parabolic model and should not simply be added to 8.7 nm. The two-band value holds for GaSb on both faces; an oxide on one face narrows it further, as shown in (d). It also omits remote bands and charge transfer between the layers. The answer to the question as set in (b) is 10.4 nm; for a layer meant to have no overlap at flat band, the narrower estimate is the better starting point, to be recomputed with the measured offset and strain and refined with a model that includes the remote bands. The numerical output lists the values used.

## Computed results

```
given overlap: 0.150 eV = 2.4033e-20 J
InAs electron mass: 0.023 m0 = 2.0952e-32 kg
hbar: 1.05457e-34 J s
hbar^2/(2 m0): 0.038100 eV nm^2
InAs gap: 0.35 eV; GaSb gap: 0.73 eV
critical width, formula: 10.440 nm = 1.0440e-08 m
critical width, root search: 10.440 nm
level in 5 % wider well: 0.1361 eV
level in 5 % narrower well: 0.1662 eV
width change per offset change: -0.0348 nm/meV
level rise for 0.30 nm less: 9.01 meV
two-band coupling P: 0.7614 eV nm
two-band touching width: 8.735 nm
two-band minus parabolic width: -1.705 nm
two-band level at 0.98 of that width, above GaSb valence edge: 1.274 meV
two-band levels found at 1.02 of that width: 0 (window 0.01 to 150 meV)
interface/centre envelope at 0.98 of that width: 0.0229
target gap: 0.10 eV
width for target gap, parabolic hard wall: 8.087 nm
width for target gap, two-band: 5.187 nm
interface/centre envelope at target gap: 0.2490
GaSb electron mass implied by common P: 0.0480 m0
one-band finite-barrier width: 6.588 nm
GaSb heavy-hole mass: 0.30 m0
hole shift in 10 nm GaSb: 12.53 meV
critical width with hole shift: 10.906 nm
mismatch: 0.6 %; C12/C11: 0.54
conduction deformation potential: -5.0 eV
strain shift of InAs conduction edge: -27.6 meV
critical width with strain shift: 9.595 nm
gate field: 0.05 MV/cm; drop over well: 52.20 meV
level shift by field, first order: -26.10 meV
level shift by field, diagonalized: -26.30 meV
thermal energy at 300 K: 25.85 meV
thermal electron density at touching: 1.722e+11 cm^-2
```
